# Energy release rate at the side edges of a straight film blister

A compressed film that has buckled away from a rigid substrate along a long straight strip of width $2b$ releases, at each side edge and per unit area of new interface opened there, the energy

$$
G=\frac{(1-\nu^2)h}{2E}\,(\sigma-\sigma_c)(\sigma+3\sigma_c),
\qquad
\sigma_c=\frac{\pi^2E}{12(1-\nu^2)}\frac{h^2}{b^2},
\qquad \sigma\ge\sigma_c .
$$

Here $h$ is the film thickness, $E$ its Young modulus and $\nu$ its Poisson ratio. The positive number $\sigma$ is the magnitude of the compressive stress across the strip before buckling, and $\sigma_c$ is the stress at which the detached strip buckles into a shape that is uniform along its length. If only such shapes are allowed, the strip stays flat for $\sigma<\sigma_c$, no energy is released, and the formula does not apply.

The film is taken as uniform, isotropic and linearly elastic, with $h\ll b$ and small slopes. The detached part occupies $-b<x<b$, and nothing varies along the strip, in the $y$ direction. The substrate does not deform, and the film is modelled as clamped at $x=\pm b$. The clamp is exact only as $h/b\to0$: the bonded film beside the edge still deforms and lets the edge rotate slightly, a correction of relative order $h/b$. There is no gas pressure under the blister and no contact with the substrate after buckling.

Let $u(x)$ be the displacement in the plane of the film, measured from the attached state, and $w(x)$ the deflection away from the substrate. Clamping means $u=w=w'=0$ at both edges. If the attached film carries misfit strains $-e_0$ across the strip and $-f$ along it, the strains of the middle plane are

$$
e_x=-e_0+u'+\tfrac12w'^2,\qquad e_y=-f .
$$

The term $w'^2/2$ is the leading extra length of a sloping element. The membrane energy per area is

$$
\frac{Eh}{2(1-\nu^2)}\left(e_x^2+e_y^2+2\nu e_xe_y\right)
=\frac{Eh}{2(1-\nu^2)}(e_x+\nu e_y)^2+\frac{Eh}{2}e_y^2 ,
$$

where the square has been completed in $e_x$. The stress across the strip, positive in tension, is $s=E(e_x+\nu e_y)/(1-\nu^2)$, so the first term equals $(1-\nu^2)hs^2/(2E)$. The second is fixed by $f$, is the same before and after buckling, and cancels from every energy difference. This is why $\sigma$ alone enters $G$ for a straight blister, even if the stress along the strip is different. That stress can, however, affect whether the straight shape is stable. In the attached state $s=-\sigma$, with $\sigma=E(e_0+\nu f)/(1-\nu^2)$, and in general

$$
s=-\sigma+\frac{E}{1-\nu^2}\left(u'+\tfrac12w'^2\right).
$$

Bending adds a strain $-zw''$ at height $z$ from the middle plane and no strain along $y$. Its energy per area is $Dw''^2/2$, with

$$
D=\frac{E}{1-\nu^2}\int_{-h/2}^{h/2}z^2\,dz=\frac{Eh^3}{12(1-\nu^2)} .
$$

Terms linear in $z$ integrate to zero, so membrane and bending energies add. With the abbreviation $K=(1-\nu^2)h/E$, the energy per unit length of strip, apart from the constant, is

$$
U=\int_{-b}^{b}\left(\frac K2s^2+\frac D2w''^2\right)dx .
$$

Varying $u$ changes $s$ by $E\,\delta u'/(1-\nu^2)$, so $\delta U=\int hs\,\delta u'\,dx=-\int hs'\,\delta u\,dx$. This vanishes for every permitted $\delta u$ only if $s'=0$: the stress is uniform across the blister. Write $s=-p$, with $p$ the remaining compression. Varying $w$ gives

$$
\delta U=\int_{-b}^{b}\left(-hp\,w'\delta w'+Dw''\delta w''\right)dx
=\int_{-b}^{b}\left(Dw''''+hp\,w''\right)\delta w\,dx ,
$$

because the boundary terms vanish with $\delta w$ and $\delta w'$. Equilibrium therefore requires $Dw''''+hp\,w''=0$. Multiplying by $w$ and integrating by parts gives

$$
D\int_{-b}^{b}w''^2dx=hp\int_{-b}^{b}w'^2dx ,
$$

so a buckled state needs $p>0$. With $k^2=hp/D$ the general solution is

$$
w=A+Bx+C\cos kx+S\sin kx .
$$

For the even part, $w'(b)=0$ gives $\sin kb=0$, whose smallest positive solution is $kb=\pi$. For the odd part, $B+Sk\cos kb=0$ and $Bb+S\sin kb=0$ together require $\sin q-q\cos q=0$, where $q=kb$. The left side vanishes at $q=0$ and has derivative $q\sin q$, which is positive for $0<q<\pi$. It thus has no zero in $0<q\le\pi$, and the smallest compression belongs to the even solution $kb=\pi$:

$$
p=\frac{D\pi^2}{hb^2}=\frac{\pi^2Eh^2}{12(1-\nu^2)b^2}=\sigma_c,
\qquad
w=\frac{w_0}{2}\left(1+\cos\frac{\pi x}{b}\right).
$$

The energy decides between this mode and the higher ones. Since $u$ vanishes at both edges, the mean of $u'$ is zero. Averaging the expression for $s$ over the strip, for any mode, gives

$$
\left\langle\tfrac12w'^2\right\rangle=\frac{1-\nu^2}{E}(\sigma-p).
$$

A buckled state thus exists only for $\sigma>p$. The integral identity above turns the mean bending energy into

$$
\frac D2\langle w''^2\rangle=hp\left\langle\tfrac12w'^2\right\rangle=Kp(\sigma-p).
$$

The energy released per area of blister is the attached energy less what remains as membrane and bending energy:

$$
\frac K2\sigma^2-\frac K2p^2-Kp(\sigma-p)
=\frac K2\left(\sigma^2-2\sigma p+p^2\right)
=\frac K2(\sigma-p)^2 .
$$

Among the equilibrium states, the one with the smallest $p$ releases the most energy. The blister therefore takes the lowest mode, with $p=\sigma_c$, and within the small-slope model its compression stays at the buckling stress whatever $\sigma$ was; with finite slopes it departs from $\sigma_c$ by a relative amount of the order of the misfit strain.

The height follows from the same average. Since $w'=-(\pi w_0/2b)\sin(\pi x/b)$ and the mean of $\sin^2$ is $1/2$,

$$
\frac{\pi^2w_0^2}{16b^2}=\frac{1-\nu^2}{E}(\sigma-\sigma_c).
$$

The definition of $\sigma_c$ gives $(1-\nu^2)b^2/(\pi^2E)=h^2/(12\sigma_c)$, and hence

$$
w_0^2=\frac{16h^2}{12\sigma_c}(\sigma-\sigma_c)
=\frac43h^2\left(\frac{\sigma}{\sigma_c}-1\right).
$$

The energy released per unit length by the whole blister is $2b$ times the release per area,

$$
R(b)=bK(\sigma-\sigma_c)^2 .
$$

If both edges advance by $db$, the new interface area per unit length is $2\,db$. The substrate is rigid and the overall strain is held fixed, so no external work is done and $G=\tfrac12dR/db$. The buckling stress depends on width as $b^{-2}$, so $d\sigma_c/db=-2\sigma_c/b$, and

$$
\begin{aligned}
\frac{dR}{db}&=K(\sigma-\sigma_c)^2+2bK(\sigma-\sigma_c)\frac{2\sigma_c}{b}\\
&=K(\sigma-\sigma_c)(\sigma-\sigma_c+4\sigma_c).
\end{aligned}
$$

Half of this is the stated result. The first term is the new area times the average release per area. The second arises because widening lowers the buckling stress and so raises that average over the whole blister. The terms do not show where the energy comes from: the film just freed at the edge carries twice the mean bending energy, so its own stored energy falls by less than the average, or even rises, as the edge balance below shows.

The same rate can be found at one edge. Consider an element of film just freed there. Apart from the constant $Ehf^2/2$, its stored energy per area changes from $K\sigma^2/2$ to $K\sigma_c^2/2+M^2/(2D)$, where $M$ is the edge moment per unit length. The neighbouring blister also does work on it. The element extends by the strain $(1-\nu^2)(\sigma-\sigma_c)/E$ against the compressive force $h\sigma_c$, which contributes $-K\sigma_c(\sigma-\sigma_c)$. The moment turns it through the curvature $M/D$ and contributes $M^2/D$. The energy available for separation is the loss of stored energy plus this work:

$$
\begin{aligned}
G&=\frac K2(\sigma^2-\sigma_c^2)-\frac{M^2}{2D}
-K\sigma_c(\sigma-\sigma_c)+\frac{M^2}{D}\\
&=\frac K2(\sigma-\sigma_c)^2+\frac{M^2}{2D}.
\end{aligned}
$$

At the edge $w''(b)=\pi^2w_0/(2b^2)$, so $M=Dw''(b)=h\sigma_cw_0/2$. Using $h^2/D=12(1-\nu^2)/(Eh)$,

$$
\frac{M^2}{2D}=\frac{h^2\sigma_c^2w_0^2}{8D}
=\frac{12(1-\nu^2)\sigma_c^2}{8Eh}\,
\frac{4h^2(\sigma-\sigma_c)}{3\sigma_c}
=2K\sigma_c(\sigma-\sigma_c).
$$

The sum is again $\tfrac K2(\sigma-\sigma_c)(\sigma+3\sigma_c)$. Just above threshold the moment term, linear in $\sigma-\sigma_c$, dominates the quadratic membrane term. For a very wide blister $\sigma_c$ tends to zero and the membrane term remains.

The same quantities give the loss of stored energy in the newly freed element alone:

$$
\frac K2(\sigma^2-\sigma_c^2)-2K\sigma_c(\sigma-\sigma_c)
=\frac K2(\sigma-\sigma_c)(\sigma-3\sigma_c).
$$

For $\sigma_c<\sigma<3\sigma_c$ this is negative: the element stores more energy after it is freed than before, and the older part of the blister supplies both this increase and the energy for separation.

For numbers, take the round model parameters $E=200$ GPa, $\nu=0.25$, $h=100$ nm, $b=2000$ nm and $\sigma=1.5$ GPa, with equal misfit strains in the two directions. Then

$$
\sigma_c=\frac{\pi^2\times200\ \text{GPa}}{12\times0.9375}
\left(\frac{100}{2000}\right)^2=0.4387\ \text{GPa},
$$

so $\sigma/\sigma_c=3.42$. The central deflection is $100\sqrt{(4/3)\times2.42}$ nm, or about 180 nm. The release rate is

$$
\begin{aligned}
G&=\frac{0.9375\times10^{-7}\ \text{m}}{2\times2\times10^{11}\ \text{Pa}}
(1.061\times10^9\ \text{Pa})(2.816\times10^9\ \text{Pa})\\
&=0.700\ \text{J/m}^2 .
\end{aligned}
$$

The membrane part of the edge balance is 0.264 J/m² and the moment part is twice the mean bending energy, $2\times0.218=0.436$ J/m². The largest slope is about 0.14. Its square, 0.02, indicates the relative size of the terms dropped from the strain. The finite thickness matters more: with $h/b=0.05$, rotation of the film at its root and shear lower the buckling stress of an elastic film on a rigid substrate by about 5%, to about 0.42 GPa, and raise the average release per area by about 4%. The rate $G$ lies near its maximum here and depends weakly on $\sigma_c$, so it changes by less than 1% and deserves about two digits. The film must also bear the bending stress. At the clamped edge its two surfaces carry about 1.9 GPa of tension and 2.8 GPa of compression, and the example applies only if the film neither yields nor cracks under them.

The numerical output compares these results with a direct minimization of the energy over both $u$ and $w$, represented by polynomials with $w$ even. Neither a cosine shape nor a uniform stress is imposed. Over four test cases, which vary the Poisson ratio, the load ratio and the strain ratio, the derivative of the minimum energy differs from the closed formula by at most $5.2\times10^{-7}$ of the latter. This tests the solution of the plate model; it does not measure the error of the model itself.

The edge rate must be distinguished from the average release per area, $R/(2b)=\tfrac K2(\sigma-\sigma_c)^2$, which is 0.264 J/m² here. That average applies when a long blister of fixed width grows lengthwise: each new length of strip passes from the attached to the fully buckled state. The ratio of side-edge rate to average is $(\sigma+3\sigma_c)/(\sigma-\sigma_c)$, which tends to one for a wide blister.

To see how $G$ depends on width at fixed $\sigma$, define $G_0=K\sigma^2/2$ and $r=\sigma_c/\sigma$. Then

$$
\frac{G}{G_0}=(1-r)(1+3r)=1+2r-3r^2,
\qquad r=\left(\frac{b_c}{b}\right)^2,
$$

where $b_c$ is the half-width at which buckling into the straight shape begins. In the example $G_0=0.527$ J/m² and $b_c=1082$ nm. The rate is zero at $b=b_c$. Its derivative with respect to $r$ is $2-6r$, so it has its maximum at $r=1/3$, or $b=\sqrt3\,b_c=1873$ nm, where $G=4G_0/3=0.703$ J/m². For large width $G$ approaches $G_0$ from above, as $G_0(1+2b_c^2/b^2)$ to leading order. Here $G_0$ is the part of the attached film's energy per area that can be released by relaxing the stress across the strip; the remaining part, $Ehf^2/2$, stays in the film. At the peak $\sigma=3\sigma_c$, so the newly freed film has no net change of stored energy, and the whole release comes from the older part of the blister as it widens.

An edge can advance when $G$ reaches the interface toughness $\Gamma$, the energy needed per unit area of separation. For a given initial half-width, the identity $(\sigma-\sigma_c)(\sigma+3\sigma_c)=(\sigma+\sigma_c)^2-4\sigma_c^2$ gives the film stress at which this happens:

$$
\sigma=-\sigma_c+\sqrt{4\sigma_c^2+\frac{2\Gamma}{K}} .
$$

For $\Gamma>0$ this lies above $\sigma_c$: buckling comes first, and spreading needs a further increase of stress.

At fixed stress and constant toughness, $G=\Gamma$ becomes $3r^2-2r+\Gamma/G_0-1=0$, with solutions

$$
r=\frac{1\pm\sqrt{4-3\Gamma/G_0}}{3}.
$$

If $\Gamma>4G_0/3$, there is no real solution and the edges cannot advance at any width. If $G_0<\Gamma<4G_0/3$, both solutions are positive. The larger $r$ gives the narrower blister, on the rising side of the peak: a small advance raises $G$ above $\Gamma$, so this equilibrium is unstable. At the wider equilibrium an advance lowers $G$ below $\Gamma$, and growth stops. If $0<\Gamma<G_0$, only the unstable equilibrium remains, and a blister beyond it meets no arrest in this model.

With $\Gamma=0.68$ J/m², $\Gamma/G_0=1.289$ and the square root is 0.363. The two values of $r$ are 0.454 and 0.212, and $b=b_c/\sqrt r$ gives half-widths of about 1605 nm and 2347 nm. A blister slightly wider than the first spreads towards the second. In between, $G$ exceeds $\Gamma$, and if the surplus becomes motion rather than being dissipated, it may carry the edge past the equilibrium. The interval is sensitive to the inputs, because $\Gamma$ lies just below the peak rate of 0.703 J/m²; an error of a few percent in the plate model could remove it. Finite slope and finite thickness alone move the wider half-width outward by some 60 to 90 nm, so these widths hold to about two digits.

Constant toughness is a separate assumption. The edge is loaded by both a moment and a membrane force, whose proportions change with width. If the toughness depends on the mixture of opening and shear, $\Gamma$ must be replaced by a function of that mixture, and the equilibrium widths change. The expression for $G$ does not.

The straight shape is also an assumption. Buckling relaxes the stress across the strip, but for equal misfit strains the compression along it remains

$$
\nu\sigma_c+(1-\nu)\sigma
=0.25\times0.439+0.75\times1.5=1.23\ \text{GPa}
$$

in the example with $b=2000$ nm. This remaining compression can favour waviness along $y$, which the present energy excludes. It matters already at the threshold: with equal misfit strains, a long flat strip first buckles at about $0.94\,\sigma_c$, into a shape that varies along $y$. At the wider equilibrium the load ratio is 4.71, and whether a straight blister is stable there requires a calculation that admits such variations. A compliant substrate changes the result in another way: the edges can then move and rotate, and both the buckling stress and the energy balance must include the substrate's deformation.

## Numbers as computed

```
Young modulus E = 200 GPa
Poisson ratio nu = 0.25 (dimensionless)
film thickness h = 100 nm
half-width b = 2000 nm
attached compressive stress sigma = 1.500 GPa
equibiaxial misfit strain magnitude = 0.005625 (dimensionless)
buckling stress sigma_c = 0.43865 GPa
load ratio sigma/sigma_c = 3.4196 (dimensionless)
computed stress in blister = -0.43865 GPa
threshold half-width b_c = 1081.54 nm
central deflection, computed = 179.614 nm
central deflection, formula = 179.614 nm
largest sampled slope = 0.1410 (dimensionless)
relaxable energy, attached film G0 = 0.52734 J/m^2
membrane energy left in blister = 0.04510 J/m^2
mean bending energy, computed = 0.21823 J/m^2
average released energy R/(2b) = 0.26402 J/m^2
edge G, closed formula = 0.700478 J/m^2
edge G, energy derivative = 0.700478 J/m^2
edge G, edge force and moment = 0.700478 J/m^2
largest relative G error in test set = 5.2e-07 (dimensionless)
b/b_c, computed G/G0, formula G/G0 (dimensionless):
  1.1  0.60385  0.60385
  1.4  1.23948  1.23948
  1.7  1.33285  1.33285
  2.0  1.31250  1.31250
  2.3  1.27087  1.27087
peak position b/b_c, computed = 1.7320 (dimensionless)
peak half-width sqrt(3) b_c = 1873.28 nm
peak G/G0, computed = 1.33333 (dimensionless)
peak edge G = 0.70312 J/m^2
chosen constant toughness Gamma = 0.680 J/m^2
unstable equilibrium half-width = 1604.73 nm
stable equilibrium half-width = 2346.57 nm
load ratio at stable half-width = 4.7074 (dimensionless)
```
